High-order Møller–Plesset energies from full CI sigma vectors: cost and rounding

**1. The decision**

A Møller–Plesset series is taken to order fifty because a few low orders do not show whether it converges. Before the run one must choose how many full configuration interaction (FCI) products to pay for, and whether double precision suffices. If the late coefficients grow, the growth must belong to the series and not to accumulated rounding. The number of products follows from the equations of the recursion. For the precision, the equations give an exact error identity and an asymptotic estimate, which are then checked numerically on one small example. The 2n+1 rule roughly halves the number of products, and an identity for the error shows how rounding travels through the orders.

**2. Problem and conventions**

Hartree atomic units are used, with energies in Eh. Let H be the electronic Hamiltonian in a finite space of N determinants with real orbitals, so that H is a real symmetric matrix. The reference |0⟩ is a closed-shell restricted Hartree–Fock (RHF) determinant. Split H = H₀ + V, where H₀ is diagonal and its entry for a determinant is the sum of its occupied spin-orbital energies. Define

E₀ = ⟨0|H₀|0⟩, E₁ = ⟨0|V|0⟩,
D = H₀ − E₀, W = V − E₁.

Then D₀₀ = 0 and W₀₀ = 0. All other diagonal entries D_I are assumed positive. The sum E₀ + E₁ is the RHF electronic energy.

The matrix H₀ + zV joins the mean-field problem at z = 0 to the FCI problem at z = 1. Write its eigenvalue as E₀ + zE₁ + e(z). Subtracting E₀ + zE₁ from the matrix and from the eigenvalue gives

A(z)ψ(z) = 0, A(z) = D + zW − e(z), (1)

ψ(z) = Σ_{n≥0} zⁿψ_n, e(z) = Σ_{m≥2} z^m E_m.

Intermediate normalization is used: ψ₀ = |0⟩ and ⟨0|ψ_n⟩ = 0 for n ≥ 1. The series e starts at second order because its first-order term is W₀₀ = 0. The correlation energy is e(1), if the series converges there to the eigenvalue sought.

**3. The recursion**

The coefficient of zⁿ in (1), for n ≥ 1, is

Dψ_n + Wψ_{n−1} − Σ_{k=2}^{n} E_k ψ_{n−k} = 0. (2)

Take the reference component first. The D term vanishes because D₀₀ = 0. In the sum, only ψ₀ has a reference component, so only k = n survives:

E_n = ⟨0|W|ψ_{n−1}⟩, n ≥ 2. (3)

For a component I ≠ 0 the term k = n drops out, because ψ₀ has no such component. Dividing by D_I gives

(ψ_n)_I = [ −(Wψ_{n−1})_I + Σ_{k=2}^{n−1} E_k (ψ_{n−k})_I ] / D_I. (4)

An FCI program supplies σ(ψ) = Hψ without storing H. Since W = H − H₀ − E₁,

Wψ = σ(ψ) − H₀ψ − E₁ψ. (5)

Each new vector costs one sigma call. Because W is symmetric, (3) can be evaluated as the scalar product of the saved vector Wψ₀ with ψ_{n−1}, so the last vector needs no call. Order M therefore takes M − 1 calls.

**4. The 2n+1 rule**

Let ψ^[i] be ψ(z) truncated after zⁱ, and write ψ^[i] = ψ − δ_i, where δ_i starts at z^{i+1}. Scalar products here use the transpose without complex conjugation, so A(z) is symmetric even for complex z. With Aψ = 0 on both sides,

⟨ψ^[i]|A|ψ^[j]⟩ = ⟨ψ − δ_i|A|ψ − δ_j⟩ = ⟨δ_i|A|δ_j⟩. (6)

The right side starts at order i + j + 2. The coefficient of z^m with m = i + j + 1 on the left must therefore vanish. Its parts are as follows.

- D would need ⟨ψ_k|D|ψ_l⟩ with k + l = m. This is impossible, since k + l ≤ i + j.
- zW needs k + l = i + j, which leaves ⟨ψ_i|W|ψ_j⟩.
- −e gives −E_{m−k−l}⟨ψ_k|ψ_l⟩. The pair k = l = 0 gives −E_m. Pairs with one index zero vanish by orthogonality.

Setting the total to zero yields

E_m = ⟨ψ_i|W|ψ_j⟩ − Σ_{k=1}^{i} Σ_{l=1}^{j} E_{m−k−l}⟨ψ_k|ψ_l⟩, m = i + j + 1, (7)

with only those terms kept for which m − k − l ≥ 2. For example,

E₃ = ⟨ψ₁|W|ψ₁⟩,
E₄ = ⟨ψ₁|W|ψ₂⟩ − E₂⟨ψ₁|ψ₁⟩,
E₅ = ⟨ψ₂|W|ψ₂⟩ − E₃⟨ψ₁|ψ₁⟩ − 2E₂⟨ψ₁|ψ₂⟩.

The factor 2 counts the pairs (1,2) and (2,1). Choosing i = j = n gives E_{2n+1}, and i = n − 1, j = n gives E_{2n}. The highest energy needed on the right is E_{m−2}, so the energies can be built upwards.

The algorithm for all orders through 2n+1 is:

1. Set ψ₀ = |0⟩ and form Wψ₀ from (5).
2. For j = 1, …, n, obtain ψ_j from (4) and store it. Form Wψ_j and its products with ψ_{j−1} and ψ_j. Store the overlaps of ψ_j with ψ₁, …, ψ_j.
3. After each j, evaluate E_{2j} and then E_{2j+1} from (7).

The vectors ψ₀ to ψ_n each receive one sigma call, n + 1 in all. The image Wψ_j is needed only for the next vector and two scalar products, so the images need not be kept. For order 51, n = 25: the rule takes 26 calls and the direct recursion 50. The last image Wψ_n also gives ψ_{n+1} from (4), and because W is symmetric ⟨ψ_n|W|ψ_{n+1}⟩ needs no further call. The same n + 1 calls therefore reach order 2n+2: 26 calls also give E₅₂, and order 50 needs only 25. The double sum in (7) involves stored scalars and costs little beside a sigma call in a large space.

**5. An exact identity for the error**

Let ψ̃_n and Ẽ_n be the numbers produced by a finite-precision run, with ψ̃₀ = |0⟩ and later reference components set to zero. Their failure to satisfy (2) is the residual

r_n = Dψ̃_n + Wψ̃_{n−1} − Σ_{k=2}^{n} Ẽ_k ψ̃_{n−k}. (8)

As a power series, r = (D + zW − ẽ)ψ̃. Multiply from the left by the exact ψ, and add and subtract e:

⟨ψ|r⟩ = ⟨ψ|D + zW − e|ψ̃⟩ + (e − ẽ)⟨ψ|ψ̃⟩.

The first term is zero, because the symmetric matrix A annihilates ψ on its left as well. Hence

ẽ − e = −⟨ψ|r⟩ / ⟨ψ|ψ̃⟩. (9)

No small quantity has been dropped. To read off the errors order by order, let N_m and O_j be the coefficients of ⟨ψ|r⟩ and ⟨ψ|ψ̃⟩, with O₀ = 1 and O₁ = 0. Multiplying (9) by its denominator and collecting z^m gives

Ẽ_m − E_m = −N_m − Σ_{j=2}^{m−2} O_j (Ẽ_{m−j} − E_{m−j}). (10)

The first term, N_m = Σ_{k=1}^{m} ⟨ψ_{m−k}|r_k⟩, collects the residuals of all orders up to m, each weighted by an exact vector, and the sum carries the errors of the lower energies forward. The program tests (10) for every order through 51, against the difference between a double-precision run and a 240-bit fixed-point run.

**6. Why the error follows the series**

To leading order in the error, ψ̃ in the denominator of (9) may be replaced by ψ. The residual is then multiplied by

a(z) = 1/⟨ψ(z)|ψ(z)⟩. (11)

For real z this is the weight of the reference determinant in the normalized eigenvector, since the reference component before normalization is 1. For complex z it can diverge. To see where, differentiate (1):

(W − e′)ψ + Aψ′ = 0.

Multiplying by ψ from the left removes the second term, so

e′ = ⟨ψ|W|ψ⟩/⟨ψ|ψ⟩ = a⟨ψ|W|ψ⟩. (12)

Suppose that e(z) is limited by a square-root branch point z_c, where two eigenvalues meet, and that ⟨ψ|W|ψ⟩ stays finite and nonzero there. Near z_c the varying part of e behaves as (1 − z/z_c)^{1/2}, so e′ and hence a behave as (1 − z/z_c)^{−1/2}. The same point thus controls both series. Their coefficients share the factor |z_c|^{−n}, while the binomial coefficients of the powers −1/2 and 1/2 have the ratio 1 − 2n. At large n, the coefficients of a exceed those of e by a factor proportional to n. A complex-conjugate pair of branch points adds oscillations to both.

A two-state model shows this without asymptotics. Let D = diag(0, Δ), and let W have only the off-diagonal element w. The eigenvalue condition is

−e(Δ − e) = w²z².

The root that vanishes at z = 0 is

e = (Δ/2)(1 − s), s = (1 + 4w²z²/Δ²)^{1/2}.

The first row of (1) gives ψ = (1, e/(wz)). Replacing w²z² by −e(Δ − e),

⟨ψ|ψ⟩ = 1 + e²/(w²z²) = 1 − e/(Δ − e) = (Δ − 2e)/(Δ − e).

Since Δ − e = Δ(1 + s)/2 and Δ − 2e = Δs, it follows that a = (1 + 1/s)/2. From s² = 1 + 4w²z²/Δ² one has zs′ = (s² − 1)/s = s − 1/s, so

ze′ − e = −(Δ/2)(s − 1/s) − (Δ/2)(1 − s) = (Δ/2)(1/s − 1) = Δ(a − 1).

The coefficient of zⁿ on the left is (n − 1)E_n. For even n ≥ 2, therefore,

a_n/E_n = (n − 1)/Δ. (13)

For Δ = 1 Eh the program finds 1, 9 and 49 Eh⁻¹ at n = 2, 10 and 50.

An estimate for rounding follows. Assume that the residuals are a fixed small fraction of the vectors, and that the vector coefficients fall as |z_c|^{−n}n^{−3/2}, as a square-root singularity implies. The coefficients of ⟨ψ|r⟩ then have that same form, and multiplication by a gives an error of the form |z_c|^{−n}n^{−1/2}. Relative to the envelope of E_n, the error grows about linearly with n. It does not outgrow the series exponentially. This is an asymptotic estimate under the stated assumptions, not a bound.

**7. Where digits are lost**

*Large energies in the sigma vector.* The terms on the right of (5) contain total energies, while W contains differences. Rounding in proportion to the former leaves an error that is large on the scale of the latter. Second order escapes most of this. The entries of Wψ₀ outside the reference are off-diagonal elements of H, and H₀ψ₀ and E₁ψ₀ have no such entries.

*Cancellation in the 2n+1 formula.* A scalar product of N terms has a rounding error of at most about Nu times the sum of the absolute values of its terms, with u = 2⁻⁵³ ≈ 1.1 × 10⁻¹⁶. With absolute values taken entry by entry, define

S_m = |ψ_i|ᵀ|H||ψ_j| + Σ_{k,l} |E_{m−k−l}| |ψ_k|ᵀ|ψ_l|. (14)

H appears in place of W because (5) starts from Hψ. The ratio S_m/|E_m| measures how far rounding inside (7) can be magnified relative to the result. NuS_m is an estimate of this local error and not a rigorous bound, because the sigma routine, the subtractions in (5) and the double sum add rounding steps of their own. The program tests that the local error stays below NuS_m for given vectors and lower energies.

*Inherited errors.* The 2n+1 rule removes the need for higher vectors, but it does not make rounding in the lower ones a second-order effect. Let ψ^[n] carry a rounding error η(z). The first-order change of the left side of (6), with i = j = n, is

2⟨η|A|ψ^[n]⟩ = −2⟨η|A|δ_n⟩.

Here Aδ_n starts at order n + 1. A rounding error in ψ_k, with 1 ≤ k ≤ n, therefore meets the coefficient of Aδ_n at order 2n + 1 − k, which is in general nonzero. Errors in the lower energies enter (7) as well.

*Small coefficients.* If E_m passes close to zero while its neighbours do not, the absolute error need not shrink with it. Relative digits disappear at that order, with little effect on the partial sum.

**8. Water at two bond lengths**

The example is water in the STO-3G basis with all electrons correlated and an angle of 105°. Both O–H bonds are 1.0 Å in the first case and 2.0 Å in the second. The determinants coupled to the reference number 133. Errors below are measured against the 240-bit recursion for the same stored H and H₀. The entries marked "rule" evaluate (7) on the vectors ψ₀ to ψ₂₅ of the direct run, whose energies in (4) come from (3). They describe the arithmetic, not the accuracy of the basis, the integrals or the orbital optimization.

**At 1.0 Å** the FCI correlation energy is −0.0551107 Eh, or −1.49964 eV. This value belongs to the minimal basis; CCSD(T) at the same geometry gives about −0.14 Eh in 6-31G and −0.22 Eh in cc-pVDZ. The first four contributions give

−0.0390836 − 0.0108197 − 0.0033775 − 0.0011489 = −0.0544297 Eh,

which leaves −0.00068 Eh for the higher orders. Selected coefficients and their relative errors are:

m = 3: E_m = −1.082 × 10⁻² Eh; direct 4.9 × 10⁻¹⁵, rule 4.9 × 10⁻¹⁵
m = 20: E_m = −1.133 × 10⁻¹⁰ Eh; direct 1.1 × 10⁻¹², rule 1.4 × 10⁻¹³
m = 51: E_m = −1.065 × 10⁻¹⁸ Eh; direct 3.4 × 10⁻¹³, rule 2.5 × 10⁻¹³

A coefficient of 10⁻¹⁸ Eh thus keeps about twelve digits, although it is far below the rounding unit of the total energy. It is computed from small vectors and not as a difference of total energies.

Order 20 has the largest relative error of the direct run. The geometric mean of |E₁₀| and |E₃₀| is

(9.53 × 10⁻⁶ × 9.01 × 10⁻¹³)^{1/2} = 2.9 × 10⁻⁹ Eh,

about 26 times |E₂₀|. The ratio S₂₀/|E₂₀| is 7.1 × 10³, against 1.8 × 10² at order 10 and 2.7 × 10² at order 30. Both figures are consistent with an accidentally small coefficient, and the sign does change between E₂₀ and E₃₀. The geometric mean assumes a single decay rate and the neighbouring orders are not shown, so the factor 26 is only indicative.

For order 51 the estimate NuS_m of the largest local error, relative to E₅₁, is

133 × 1.1 × 10⁻¹⁶ × 1.5 × 10² ≈ 2 × 10⁻¹².

The local error found is 1.6 × 10⁻³² Eh, or 1.5 × 10⁻¹⁴ of E₅₁. The total error of the rule is 2.7 × 10⁻³¹ Eh, so most of it is inherited.

Between orders 40 and 50 the vector norm changes by a factor of 0.538 per order. The partial sum differs from FCI by 6.0 × 10⁻⁶ Eh at order 10. At order 51 the difference is about 10⁻¹⁴ Eh, which is comparable with the rounding of the total energy.

**At 2.0 Å** the smallest D_I among the 133 coupled determinants falls from 1.010 to 0.391 Eh (from 0.952 to 0.351 Eh among all 441). The FCI correlation energy is −0.360874 Eh, or −9.81988 eV. The late coefficients do not die out:

m = 30: E_m = 1.677 × 10⁻³ Eh; direct 7.9 × 10⁻¹³, rule 8.4 × 10⁻¹³
m = 40: E_m = −7.224 × 10⁻⁴ Eh; direct 2.6 × 10⁻¹², rule 2.3 × 10⁻¹²
m = 51: E_m = −6.215 × 10⁻³ Eh; direct 2.4 × 10⁻¹³, rule 2.2 × 10⁻¹³

The partial sum lies 9.4 × 10⁻⁴ Eh above FCI at order 51, which by itself might look like convergence. One order earlier the difference was

9.4 × 10⁻⁴ + 6.22 × 10⁻³ = 7.2 × 10⁻³ Eh.

The small final value is one point of an oscillation. The vector norm grows by a factor of 1.032 per order between orders 40 and 50. If this growth persists, the series diverges at z = 1; a finite number of orders cannot prove it. Rounding is not the cause, since for the stored H the coefficients are correct to about twelve digits. Changing the entries of H by half a unit in the last place moves them by up to 2 × 10⁻¹² of their value, and tightening the orbital-gradient threshold from 10⁻⁸ to 10⁻¹⁰ moves E₅₁ by about 5 × 10⁻⁸ of its value.

**Growth of the error.** Divide the largest absolute error in a range of orders by the largest |E_m| in that range, which keeps accidental zeros from dominating. For the direct recursion this ratio rises between orders 12–21 and 42–51 from 4.4 × 10⁻¹⁴ to 1.3 × 10⁻¹³ at 1.0 Å, and from 2.0 × 10⁻¹³ to 3.6 × 10⁻¹³ at 2.0 Å. The factors are 3.0 and 1.8. They are compatible with the slow growth estimated in section 6, but two ranges do not establish a linear law.

**Source of the error.** When W is formed in high precision from the stored H, rounded once and then used as a matrix in the same double-precision recursion, the errors measured against the reference fall. The geometric mean over orders of the error ratio is 118 at 1.0 Å and 344 at 2.0 Å, or 2.1 and 2.5 decimal digits. The comparison covers the subtraction in (5) together with the internal rounding of the sigma routine; it does not separate the two. It locates the error but does not measure a gain in true accuracy. The stored H was itself computed in double precision, and its diagonal entries are total energies of tens of Eh, so it carries rounding of the same kind as (5). The reference contains that rounding, and the run with the pre-subtracted W is therefore not charged for it.

**9. Choice of method and limits**

In both cases the rule reaches order 51 with 26 sigma calls instead of 50 and with peak errors over orders 42–51 similar to those of the direct recursion, although at single orders the two can differ by a factor of ten or more. In these two examples double precision is sufficient to tell decay from growth. If more digits are needed, the first place to spend precision is the formation of Wψ, including the sigma vector itself; a more accurate subtraction from an H already rounded to double precision does not restore the digits lost in that rounding. Evaluating only the final sums of (7) more accurately would leave the inherited errors, which dominate at order 51 in both examples.

Taylor coefficients can also be obtained from eigenvalues on a circle |z| = R inside the radius of convergence:

E_m = (1/2πi) ∮ e(z) z^{−m−1} dz. (15)

This gives an independent test of the low orders, but an eigenvalue error ε can appear in E_m as ε/R^m. For R = 0.5 the factor is 4096 at order 12 and about 2 × 10¹⁵ at order 51. The loss depends on R: relative to E_m it is about ε/(R^m|E_m|), which grows roughly as (|z_c|/R)^m. At 1.0 Å a circle with R = 1.5 still lies inside the radius of convergence and, with 128 points, gives E₅₁ to a relative accuracy of about 3 × 10⁻⁶. The recursion needs no choice of radius and keeps about twelve digits at that order.

The method has clear limits. If some D_I vanishes, (4) is undefined, and the degenerate determinants must be treated together from the start. If D_I is small, its reciprocal magnifies both the vector and its rounding error. A nondiagonal H₀ turns the division in (4) into a linear solve, whose residual enters (8). For complex orbitals, the left factor in (6) and (9) must be the left eigenvector belonging to the same eigenvalue, which is no longer the plain transpose of ψ(z). Finally, the twelve digits found here belong to one small basis. In another system the quantities to inspect are S_m/|E_m|, the growth of the vector norms, and the agreement between (3) and (7) at orders where both are available. That agreement is a consistency check and not an error bound, because both formulas share the lower vectors and their errors.

The numerical check carries out the tests named above.

Calculated quantities

```
two-state model: gap 1.0 Eh, coupling 0.25 Eh
a_n/E_n at n = 2, 10, 50 (1/Eh): 1.000000, 9.000000, 49.000000
WATER STO-3G: O-H 1.0 angstrom, angle 105.0 deg, 133 determinants
RHF energy -74.96444504 Eh; smallest gap 1.00988 Eh
FCI correlation -0.0551106616 Eh = -1.499638 eV
E_12: recursion -1.436178e-06, contour -1.436176e-06 Eh
order  E_m/Eh  rel.err direct  rel.err rule  S_m/|E_m|
  2 -3.908356053e-02 1.8e-16 1.8e-16 1.0e+00
  3 -1.081974188e-02 4.9e-15 4.9e-15 1.2e+02
  4 -3.377539568e-03 6.9e-15 6.8e-15 1.1e+02
  5 -1.148899885e-03 9.7e-15 3.1e-15 1.2e+02
 10 -9.531352363e-06 1.1e-14 2.4e-14 1.8e+02
 20 -1.133418872e-10 1.1e-12 1.4e-13 7.1e+03
 30  9.014304095e-13 2.0e-13 4.8e-15 2.7e+02
 40 -1.234043319e-15 2.1e-13 1.4e-13 9.9e+01
 50 -2.109663559e-18 3.5e-13 2.4e-13 1.4e+02
 51 -1.065018305e-18 3.4e-13 2.5e-13 1.5e+02
sum minus FCI at orders 10, 30, 51 (Eh): 6.037e-06, -5.586e-13, -9.354e-15
vector norm factor per order, 40 to 50: 0.5382
peak error/peak energy, direct: orders 12-21 4.4e-14, 42-51 1.3e-13
peak error/peak energy, rule: orders 42-51 1.7e-13
worst direct relative error 1.1e-12 at order 20, E_m -1.13e-10 Eh
order 51 rule: total error 2.7e-31, local 1.6e-32 Eh
mean error ratio, sigma run / pre-subtracted W: 118.0
amplifier coefficient a_50: -4.107e-17
WATER STO-3G: O-H 2.0 angstrom, angle 105.0 deg, 133 determinants
RHF energy -74.40108514 Eh; smallest gap 0.39142 Eh
FCI correlation -0.3608740464 Eh = -9.819883 eV
E_12: recursion -3.607537e-03, contour -3.607537e-03 Eh
order  E_m/Eh  rel.err direct  rel.err rule  S_m/|E_m|
  2 -2.277404012e-01 3.9e-17 8.2e-17 1.0e+00
  3 -5.927386704e-02 3.1e-14 3.1e-14 3.7e+02
  4 -5.047052712e-02 2.6e-15 2.5e-15 1.7e+02
  5 -4.564936508e-02 1.2e-15 1.2e-14 2.4e+02
 10  1.190243255e-02 3.7e-14 1.2e-14 1.9e+02
 20  2.336375391e-03 5.2e-14 2.8e-14 9.5e+01
 30  1.676801791e-03 7.9e-13 8.4e-13 1.0e+02
 40 -7.224473893e-04 2.6e-12 2.3e-12 1.7e+02
 50 -3.166736598e-03 7.1e-13 6.3e-13 1.9e+01
 51 -6.215013676e-03 2.4e-13 2.2e-13 1.0e+01
sum minus FCI at orders 10, 30, 51 (Eh): 9.010e-03, 1.012e-02, 9.446e-04
vector norm factor per order, 40 to 50: 1.0321
peak error/peak energy, direct: orders 12-21 2.0e-13, 42-51 3.6e-13
peak error/peak energy, rule: orders 42-51 3.2e-13
worst direct relative error 2.6e-12 at order 40, E_m -7.22e-04 Eh
order 51 rule: total error 1.4e-15, local -1.3e-17 Eh
mean error ratio, sigma run / pre-subtracted W: 343.9
amplifier coefficient a_50: -2.958e-01
sigma calls for order 51: direct 50, 2n+1 rule 26
```
